# The donor internal-field factor over an immobile acceptor background: verification in Python

```python
# Result under test: for donors C over a uniform immobile acceptor background A,
#   J = -h D(n) dC/dx,  h = 1 + C/sqrt((C-A)^2 + 4 ni^2),
# so C = A = 10 ni gives h = 6, whereas A = 0 always gives h < 2.
# n, p: electron and hole densities; ni: intrinsic density; u: potential/(kT/q);
# D(n): donor diffusivity carried by donor-defect pairs.
# Dimensionless tests measure concentrations in ni. Example: P in B-doped Ge.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar


def h_formula(donor, acceptor):
    return 1 + donor / np.sqrt((donor - acceptor)**2 + 4)


def neutral_potential(donor, acceptor):
    return brentq(lambda u: np.exp(u) - np.exp(-u) - donor + acceptor,
                  -12, 12, xtol=1e-14)


# Pair fluxes from their definition, for three defect charges
def profile(x):
    return 10 + 3 * np.sin(x)


step = 1e-4
for x in (0.0, 0.4, 1.1, 2.5, 4.0):
    xs = (x - step, x, x + step)
    conc = np.array([profile(s) for s in xs])
    pot = np.array([neutral_potential(c, 10) for c in conc])
    slope_c = (conc[2] - conc[0]) / (2 * step)
    slope_u = (pot[2] - pot[0]) / (2 * step)
    for defect_charge in (0, -1, -2):
        pairs = conc * np.exp(-defect_charge * pot)
        flux = -((pairs[2] - pairs[0]) / (2 * step)
                 + (defect_charge + 1) * pairs[1] * slope_u)
        root = np.sqrt((conc[1] - 10)**2 + 4)
        n_formula = (conc[1] - 10 + root) / 2
        expected = -h_formula(conc[1], 10) * n_formula**(-defect_charge) * slope_c
        assert abs(flux - expected) < 2e-6 * (1 + abs(expected))


# Value at the requested point from numerically solved neutrality
def h_numeric(donor, acceptor):
    d = 1e-4 * max(donor, 1)
    return 1 + donor * (neutral_potential(donor + d, acceptor)
                        - neutral_potential(donor - d, acceptor)) / (2 * d)


h_six = h_numeric(10, 10)
assert abs(h_six - 6) < 1e-5
uncompensated = [h_numeric(c, 0) for c in np.logspace(-2, 3, 40)]
assert max(uncompensated) < 2 and max(uncompensated) > 1.999
h_without = h_numeric(10, 0)
assert abs(h_without - (1 + 10 / np.sqrt(104))) < 1e-6

# Largest value for this background
best = minimize_scalar(lambda c: -h_numeric(c, 10), bounds=(8, 14),
                       method="bounded", options={"xatol": 1e-7})
assert abs(best.x - 10.4) < 2e-3
assert abs(-best.fun - (1 + np.sqrt(26))) < 1e-5

# Decay of a weak ripple, carried by pairs of doubly negative vacancies
cells = 32
dx = 1 / cells
grid = np.arange(cells) * dx
wave = np.cos(2 * np.pi * grid)
donors = 10 + 0.01 * wave
dt, steps = 1e-5, 400
start = donors @ wave
for _ in range(steps):
    pot = np.arcsinh((donors - 10) / 2)
    pairs = donors * np.exp(2 * pot)
    pairs_next, pot_next = np.roll(pairs, -1), np.roll(pot, -1)
    face_flux = -((pairs_next - pairs) / dx
                  - 0.5 * (pairs_next + pairs) * (pot_next - pot) / dx)
    donors = donors - dt * (face_flux - np.roll(face_flux, 1)) / dx
h_ripple = -np.log((donors @ wave) / start) / (dt * steps * (2 * np.pi)**2)
assert abs(h_ripple / 6 - 1) < 0.01  # grid and time-step error

# Worked example: rough round parameters, lengths in cm
temperature = 600 + const.zero_Celsius
ni = 2e18
donor = acceptor = 10 * ni
diff_p, diff_b = 3e-16, 3e-22
eps_rel = 16.0
q = const.e
vt = const.k * temperature / q
eps = eps_rel * const.epsilon_0 / 100
gradient = -1e24
field = -vt * gradient / (2 * ni)
flux_diff = -diff_p * gradient
flux_drift = diff_p / vt * donor * field
assert abs((flux_diff + flux_drift) / flux_diff - h_six) < 1e-4

# Finite screening length: nonlinear Poisson equation for a 100 nm ripple
debye = np.sqrt(eps * vt / (2 * q * ni))
wavelength = 100e-7
k = 2 * np.pi / wavelength
points = 200
dx = wavelength / points
charge = 0.01 * np.cos(2 * np.pi * np.arange(points) / points)
eye = np.eye(points)
laplace = (np.roll(eye, 1, 0) + np.roll(eye, -1, 0) - 2 * eye) / dx**2
u = np.zeros(points)
for _ in range(8):
    residual = debye**2 * (laplace @ u) - np.sinh(u) + charge / 2
    u -= np.linalg.solve(debye**2 * laplace - np.diag(np.cosh(u)), residual)
node = points // 4
h_poisson = 1 + 10 * (u[node + 1] - u[node - 1]) / (charge[node + 1]
                                                    - charge[node - 1])
h_screen = 1 + 5 / (1 + (k * debye)**2)
assert abs(h_poisson - h_screen) < 2e-3
time_field = 1 / (h_screen * diff_p * k**2)
time_neutral = 1 / (h_six * diff_p * k**2)
time_plain = 1 / (diff_p * k**2)


# Fermi-Dirac statistics with rough band densities of states at 600 C
def fermi_half(eta):
    return 4 / np.sqrt(np.pi) * quad(
        lambda y: y * y / (1 + np.exp(y * y - eta)), 0, 8,
        epsabs=1e-13, epsrel=1e-11)[0]


def density_slope(density, states):
    eta = brentq(lambda z: states * fermi_half(z) - density, -10, 2)
    return states * (fermi_half(eta + 1e-3) - fermi_half(eta - 1e-3)) / 2e-3


nc, nv = 5e19, 2.5e19
slopes = [density_slope(ni, states) for states in (nc, nv)]
for slope, states in zip(slopes, (nc, nv)):
    assert abs(slope / ni - (1 - ni / (np.sqrt(8) * states))) < 1e-3
h_degenerate = 1 + donor / sum(slopes)


# Bound carriers: ground state of a screened hydrogenic centre
def screened_energy(length):
    r = 0.05 * np.arange(1, 4001)
    diagonal = 1 / 0.05**2 - np.exp(-r / length) / r
    off = np.full(len(r) - 1, -0.5 / 0.05**2)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


assert abs(screened_energy(1e9) + 0.5) < 1e-3
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_cm = const.physical_constants["Bohr radius"][0] * 100
binding = []
for mass in (0.12, 0.20):
    radius = bohr_cm * eps_rel / mass
    energy = screened_energy(debye / radius) * hartree_ev * mass / eps_rel**2
    binding.append(max(0.0, -energy))
assert max(binding) < vt / 20

# Association of donors and acceptors closer than half the Bjerrum length
lattice = 5.66e-8
bjerrum = q / (4 * np.pi * eps * vt)
weight, close_sites = 0.0, 0
for i in range(-8, 9):
    for j in range(-8, 9):
        for m in range(-8, 9):
            for shift in (0, 1):
                a, b, c = i - shift, j - shift, m - shift
                if a % 2 or b % 2 or c % 2 or (a + b + c) % 4:
                    continue
                r = lattice / 4 * np.sqrt(i * i + j * j + m * m)
                if 0 < r < bjerrum / 2:
                    weight += np.exp(bjerrum / r * np.exp(-r / debye))
                    close_sites += 1
assoc = weight * lattice**3 / 8


def free_donors(total):
    return brentq(lambda f: total - f - assoc * f * (acceptor - total + f),
                  max(0, total - acceptor), total, xtol=1.0, rtol=1e-14)


free = free_donors(donor)
s = assoc * free
d = 1e-4 * donor
h_numeric_assoc = ((free_donors(donor + d) - free_donors(donor - d)) / (2 * d)
                   + free / (2 * ni))
h_assoc = (1 + s) / (1 + 2 * s) + donor / (2 * ni * (1 + s))
assert abs(h_numeric_assoc - h_assoc) < 1e-5

# Potential fluctuations of randomly placed, linearly screened ions
integral = quad(lambda z: 4 * np.pi * np.exp(-2 * z), 0, 40)[0]
variance = (donor + acceptor) * bjerrum**2 * debye * integral
assert abs(variance / (2 * np.pi * (donor + acceptor)
                       * bjerrum**2 * debye) - 1) < 1e-8
sigma = np.sqrt(variance)
carrier_gain = quad(lambda z: np.cosh(sigma * z) * np.exp(-z * z / 2)
                    / np.sqrt(2 * np.pi), -12, 12)[0]
assert abs(carrier_gain - np.exp(variance / 2)) < 1e-7
h_fluct = 1 + donor / (2 * ni * carrier_gain)
boron_ratio = diff_b * acceptor * field / vt / (flux_diff + flux_drift)
assert boron_ratio < 1e-5
shifts = [abs(value - 6) for value in (h_screen, h_degenerate, h_assoc)]
assert abs(h_fluct - 6) > max(shifts)

print(f"h at C = A = 10 ni: {h_six:.4f}")
print(f"h at C = 10 ni, A = 0: {h_without:.4f}")
print(f"largest h in scan with A = 0: {max(uncompensated):.6f}")
print(f"maximum h with A = 10 ni: {-best.fun:.4f} at C = {best.x:.2f} ni")
for c in (1, 5, 8, 10, 12, 20, 50):
    n_rel = np.exp(neutral_potential(c, 10))
    print(f"A = 10 ni, C = {c} ni: n/ni = {n_rel:.4f}, h = {h_numeric(c, 10):.4f}")
print(f"h from simulated ripple decay: {h_ripple:.3f}")
print(f"temperature: {temperature:.2f} K; kT/q: {vt * 1e3:.2f} mV")
print(f"intrinsic density ni (rough input): {ni:.1e} cm^-3")
print(f"donors and acceptors, each: {donor:.1e} cm^-3")
print(f"phosphorus intrinsic diffusivity (rough input): {diff_p:.1e} cm2/s")
print(f"effective phosphorus diffusivity: {h_six * diff_p:.2e} cm2/s")
print(f"chosen donor gradient: {gradient:.1e} cm^-4")
print(f"internal field: {field / 1e3:.2f} kV/cm")
print(f"diffusion part of flux: {flux_diff:.2e} cm^-2 s^-1")
print(f"drift part of flux: {flux_drift:.2e} cm^-2 s^-1")
print(f"total flux: {flux_diff + flux_drift:.2e} cm^-2 s^-1")
print(f"relative permittivity (rough input): {eps_rel:.0f}")
print(f"carrier screening length: {debye * 1e7:.2f} nm")
print(f"ripple wavelength: {wavelength * 1e7:.0f} nm; (kL)^2: {(k * debye)**2:.4f}")
print(f"h with finite screening, formula: {h_screen:.3f}")
print(f"h with finite screening, Poisson: {h_poisson:.3f}")
print(f"ripple decay time without field: {time_plain / 60:.1f} min")
print(f"ripple decay time with h = 6: {time_neutral / 60:.1f} min")
print(f"ripple decay time with finite screening: {time_field / 60:.1f} min")
print(f"band densities Nc, Nv (rough inputs): {nc:.1e}, {nv:.1e} cm^-3")
print(f"h with Fermi-Dirac statistics: {h_degenerate:.3f}")
print(f"boron diffusivity (rough input): {diff_b:.1e} cm2/s")
print(f"boron drift flux / phosphorus flux: {boron_ratio:.1e}")
print("carrier masses for binding (rough inputs): 0.12, 0.20 electron masses")
print(f"screened donor binding: {binding[0] * 1e3:.3f} meV")
print(f"screened acceptor binding: {binding[1] * 1e3:.3f} meV")
print(f"lattice constant (rough input): {lattice * 1e7:.3f} nm")
print(f"Bjerrum length: {bjerrum * 1e7:.3f} nm; close sites: {close_sites}")
print(f"association constant K: {assoc:.2e} cm^3; s = K C_free: {s:.3f}")
print(f"associated donor fraction: {1 - free / donor:.3f}")
print(f"h with close association: {h_assoc:.2f}")
print(f"rms potential fluctuation: {sigma * vt * 1e3:.1f} mV = {sigma:.2f} kT/q")
print(f"classical gain of n+p by fluctuations: {carrier_gain:.2f}")
print(f"h with classical fluctuation estimate: {h_fluct:.2f}")
print("done: every assertion held")
```

Printed output:

```
h at C = A = 10 ni: 6.0000
h at C = 10 ni, A = 0: 1.9806
largest h in scan with A = 0: 1.999998
maximum h with A = 10 ni: 6.0990 at C = 10.40 ni
A = 10 ni, C = 1 ni: n/ni = 0.1098, h = 1.1085
A = 10 ni, C = 5 ni: n/ni = 0.1926, h = 1.9285
A = 10 ni, C = 8 ni: n/ni = 0.4142, h = 3.8284
A = 10 ni, C = 10 ni: n/ni = 1.0000, h = 6.0000
A = 10 ni, C = 12 ni: n/ni = 2.4142, h = 5.2426
A = 10 ni, C = 20 ni: n/ni = 10.0990, h = 2.9612
A = 10 ni, C = 50 ni: n/ni = 40.0250, h = 2.2484
h from simulated ripple decay: 5.988
temperature: 873.15 K; kT/q: 75.24 mV
intrinsic density ni (rough input): 2.0e+18 cm^-3
donors and acceptors, each: 2.0e+19 cm^-3
phosphorus intrinsic diffusivity (rough input): 3.0e-16 cm2/s
effective phosphorus diffusivity: 1.80e-15 cm2/s
chosen donor gradient: -1.0e+24 cm^-4
internal field: 18.81 kV/cm
diffusion part of flux: 3.00e+08 cm^-2 s^-1
drift part of flux: 1.50e+09 cm^-2 s^-1
total flux: 1.80e+09 cm^-2 s^-1
relative permittivity (rough input): 16
carrier screening length: 4.08 nm
ripple wavelength: 100 nm; (kL)^2: 0.0657
h with finite screening, formula: 5.692
h with finite screening, Poisson: 5.692
ripple decay time without field: 140.7 min
ripple decay time with h = 6: 23.5 min
ripple decay time with finite screening: 24.7 min
band densities Nc, Nv (rough inputs): 5.0e+19, 2.5e+19 cm^-3
h with Fermi-Dirac statistics: 6.106
boron diffusivity (rough input): 3.0e-22 cm2/s
boron drift flux / phosphorus flux: 8.3e-07
carrier masses for binding (rough inputs): 0.12, 0.20 electron masses
screened donor binding: 0.000 meV
screened acceptor binding: 0.138 meV
lattice constant (rough input): 0.566 nm
Bjerrum length: 1.196 nm; close sites: 34
association constant K: 1.66e-20 cm^3; s = K C_free: 0.262
associated donor fraction: 0.208
h with close association: 4.79
rms potential fluctuation: 91.1 mV = 1.21 kT/q
classical gain of n+p by fluctuations: 2.08
h with classical fluctuation estimate: 3.40
done: every assertion held
```
